# Ground state and critical current of a half-flux Josephson array: test program

```python
"""Square Josephson-junction array with half a flux quantum per plaquette.

Result under test: the ground state is a checkerboard of circulating currents
with energy -sqrt(2) EJ per site; driven along a lattice axis it stays static
and stable up to (sqrt(2)-1) Ic per row.
Symbols: theta = gauge-invariant junction phase, EJ = junction energy,
Ic = junction critical current, s and t = mean phase advance per horizontal
and vertical bond, d = half the difference of the alternating horizontal phases.
Energies are in EJ and currents in Ic until the numerical example.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(7)
L = 6
N = L * L
unit = np.eye(N).reshape(L, L, N)
D = np.vstack([(np.roll(unit, -1, axis=0) - unit).reshape(N, N),
               (np.roll(unit, -1, axis=1) - unit).reshape(N, N)])
column = np.repeat(np.arange(L), L)


def wrap(angle):
    return np.angle(np.exp(1j * angle))


def bond_phases(phi, s=0.0, t=0.0):
    """Horizontal bonds first, then vertical; the flux sits on vertical bonds."""
    return D @ phi + np.concatenate([np.full(N, s), t - np.pi * column])


def energy(phi, s=0.0, t=0.0):
    return -np.cos(bond_phases(phi, s, t)).sum() / N


def relax(phi, s=0.0, t=0.0):
    """Newton solution of current conservation on every island."""
    phi = phi.copy()
    for _ in range(40):
        theta = bond_phases(phi, s, t)
        residual = D.T @ np.sin(theta)
        if np.abs(residual).max() < 1e-12:
            break
        hessian = D.T @ (np.cos(theta)[:, None] * D)
        phi[1:] -= np.linalg.solve(hessian[1:, 1:], residual[1:])
    assert np.abs(D.T @ np.sin(bond_phases(phi, s, t))).max() < 1e-10
    return phi


def follow(phi, s, t=0.0, steps=20):
    """Carry the ground state continuously to the imposed phase advances."""
    for fraction in np.linspace(0, 1, steps + 1)[1:]:
        phi = relax(phi, fraction * s, fraction * t)
    return phi


def lattice_current(phi, s, t=0.0):
    return np.sin(bond_phases(phi, s, t)[:N]).mean()


# Derived formulas
def formula_energy(s, t=0.0):
    return -np.sqrt(np.cos(s)**2 + np.cos(t)**2)


def formula_current(s, t=0.0):
    return np.sin(s) * np.cos(s) / np.sqrt(np.cos(s)**2 + np.cos(t)**2)


def formula_advance(i):
    root = np.sqrt(max(0.0, (1 - i**2)**2 - 4 * i**2))
    return np.arccos(np.sqrt((1 - i**2 + root) / 2))


def formula_split(s):
    return np.arctan2(1.0, np.cos(s))


def bloch_levels(s, kx, ky):
    d = formula_split(s)
    P = np.cos(s + d) + np.cos(s - d)
    R = np.cos(s + d) - np.cos(s - d)
    Q = 2 * np.sin(d)
    coupling = np.abs(P * np.cos(kx) + Q * np.cos(ky) + 1j * R * np.sin(kx))
    return P + Q - coupling, P + Q + coupling


i_threshold = np.sqrt(2) - 1
s_threshold = np.arccos(np.sqrt(np.sqrt(2) - 1))

# Single-plaquette bound, scanned over three free phases
g = np.arange(80) * 2 * np.pi / 80
a1, a2, a3 = np.meshgrid(g, g, g, indexing="ij", sparse=True)
plaquette_max = (np.cos(a1) + np.cos(a2) + np.cos(a3)
                 + np.cos(np.pi - a1 - a2 - a3)).max()
assert abs(plaquette_max - 2 * np.sqrt(2)) < 1e-10

# Ground state of the whole lattice from random starts
best_energy, best_phi = np.inf, None
starts = 150
for _ in range(starts):
    trial = minimize(energy, rng.uniform(-np.pi, np.pi, N), method="L-BFGS-B",
                     jac=lambda p: D.T @ np.sin(bond_phases(p)) / N)
    if trial.fun < best_energy:
        best_energy, best_phi = trial.fun, trial.x
ground = relax(best_phi)
ground_energy = energy(ground)
assert abs(ground_energy + np.sqrt(2)) < 1e-10
theta0 = wrap(bond_phases(ground))
assert np.allclose(np.abs(theta0), np.pi / 4, atol=1e-8)
h0, v0 = theta0[:N].reshape(L, L), theta0[N:].reshape(L, L)
circulation = (h0 + np.roll(v0, -1, axis=0) - np.roll(h0, -1, axis=1) - v0) / np.pi
parity = (-1.0) ** np.add.outer(np.arange(L), np.arange(L))
assert np.allclose(np.abs(circulation), 1, atol=1e-8)
assert np.allclose(circulation * parity, circulation[0, 0], atol=1e-8)

# Energy, current and derivative relation with imposed phase advances
for s, t in [(0.3, 0.0), (0.7, 0.0), (0.4, 0.3), (0.2, 0.5)]:
    state = follow(ground, s, t)
    assert abs(energy(state, s, t) - formula_energy(s, t)) < 1e-9
    assert abs(lattice_current(state, s, t) - formula_current(s, t)) < 1e-9
    h = 1e-4
    slope = (energy(relax(state, s + h, t), s + h, t)
             - energy(relax(state, s - h, t), s - h, t)) / (2 * h)
    assert abs(slope - lattice_current(state, s, t)) < 1e-6

# Alternating phases at given currents
for i in (0.2, 0.4):
    s = formula_advance(i)
    d = formula_split(s)
    state = follow(ground, s)
    theta = wrap(bond_phases(state, s))
    assert abs(lattice_current(state, s) - i) < 1e-9
    assert np.allclose(np.sort(theta[:N]), np.repeat([s - d, s + d], N // 2), atol=1e-8)
    gamma = np.pi / 2 - d
    assert np.allclose(np.sort(theta[N:]), np.repeat([-gamma, gamma], N // 2), atol=1e-8)

# Largest current carried by the continued ground state on the lattice
base = follow(ground, 0.85)
peak = minimize_scalar(lambda s: -lattice_current(relax(base, s), s),
                       bounds=(0.80, 0.91), method="bounded",
                       options={"xatol": 1e-8})
assert abs(-peak.fun - i_threshold) < 1e-9
assert abs(peak.x - s_threshold) < 1e-5

# Complete fluctuation spectrum against the two-site Bloch formula
s = 0.6
state = follow(ground, s)
hessian = D.T @ (np.cos(bond_phases(state, s))[:, None] * D)
k = 2 * np.pi * np.arange(L) / L
KX, KY = np.meshgrid(k, k, indexing="ij")
levels = np.sort(np.concatenate([x.ravel() for x in bloch_levels(s, KX, KY)]))
# every level appears twice because k and k+(pi,pi) are equivalent
assert np.allclose(np.linalg.eigvalsh(hessian), levels[::2], atol=1e-8)

# All wave vectors on both sides of the threshold (uniform mode excluded)
k = (np.arange(400) + 0.5) * 2 * np.pi / 400
KX, KY = np.meshgrid(k, k, indexing="ij")
lowest_below = bloch_levels(s_threshold - 0.01, KX, KY)[0].min()
lowest_above = bloch_levels(s_threshold + 0.01, KX, KY)[0].min()
assert lowest_below > 0
assert lowest_above < -1e-5

# Resistively shunted dynamics at imposed current; time unit hbar/(2 e Ic R)
response = np.linalg.pinv(D.T @ D) @ D.T


def drive(i_final, t_ramp=100.0, t_end=300.0, dt=0.1):
    def rate(y, time):
        sines = np.sin(bond_phases(y[:N], y[N], y[N + 1]))
        i_now = i_final * min(1.0, time / t_ramp)
        return np.concatenate([-response @ sines,
                               [i_now - sines[:N].mean(), -sines[N:].mean()]])
    y = np.concatenate([ground + 1e-6 * rng.standard_normal(N), [0.0, 0.0]])
    for n in range(int(round(t_end / dt))):
        time = n * dt
        k1 = rate(y, time)
        k2 = rate(y + dt / 2 * k1, time + dt / 2)
        k3 = rate(y + dt / 2 * k2, time + dt / 2)
        k4 = rate(y + dt * k3, time + dt)
        y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if y[N] > np.pi / 2:
            return y[N], np.abs(rate(y, time + dt)).max(), time + dt
    return y[N], np.abs(rate(y, t_end)).max(), t_end


i_low, i_high = 0.405, 0.425
s_low, speed_low, time_low = drive(i_low)
s_high, speed_high, time_high = drive(i_high)
assert speed_low < 1e-6 and abs(s_low - formula_advance(i_low)) < 1e-5
assert s_high > np.pi / 2 and time_high > 100.0

# Numerical example with round model parameters
Ic = 100e-9
spacing = 10e-6
rows = 50
flux_quantum = constants.h / (2 * constants.e)
EJ = constants.hbar * Ic / (2 * constants.e)
EJ_micro_eV = EJ / constants.e * 1e6
field = flux_quantum / (2 * spacing**2)
screening = flux_quantum / (2 * np.pi * constants.mu_0 * Ic)
assert screening > 4 * rows * spacing

print("LATTICE TESTS")
print(f"lattice size: {L} x {L} sites, random starts: {starts}")
print(f"largest sum of four cosines: {plaquette_max:.6f}")
print(f"lowest energy per site found: {ground_energy:.8f} EJ")
print(f"largest static current on lattice: {-peak.fun:.8f} Ic per row")
print(f"mean phase advance there: {np.degrees(peak.x):.3f} degrees")
print(f"lowest mode, advance 0.01 rad below threshold: {lowest_below:.2e} EJ")
print(f"lowest mode, advance 0.01 rad above threshold: {lowest_above:.2e} EJ")
print(f"dynamics at {i_low} Ic: rests at {np.degrees(s_low):.3f} degrees")
print(f"dynamics at {i_high} Ic: passes 90 degrees at time {time_high:.1f}")
print("  (time unit hbar/(2 e Ic R); current ramped during first 100 units)")
print("PHASES IN DEGREES, ENERGY PER SITE IN EJ")
print("I/Ic     s        d        alpha    beta     gamma    energy")
for i in (0.0, 0.2, 0.4, i_threshold):
    s = formula_advance(i)
    d = formula_split(s)
    angles = np.degrees([s, d, s + d, s - d, np.pi / 2 - d])
    print(f"{i:.4f} " + " ".join(f"{x:8.3f}" for x in angles)
          + f" {formula_energy(s):9.5f}")
print("EXAMPLE WITH ROUND MODEL PARAMETERS")
print(f"junction critical current: {Ic * 1e9:.0f} nA")
print(f"lattice constant: {spacing * 1e6:.0f} micrometre")
print(f"parallel rows: {rows}")
print(f"array width: {rows * spacing * 1e3:.2f} mm")
print(f"screening length Phi0/(2 pi mu0 Ic): {screening * 1e3:.2f} mm")
print(f"field for half a flux quantum: {field * 1e6:.3f} microtesla")
print(f"junction energy EJ: {EJ_micro_eV:.2f} micro-eV")
print(f"EJ/kB: {EJ / constants.k:.3f} K")
print(f"ground energy per site: {ground_energy * EJ_micro_eV:.2f} micro-eV")
print(f"cost relative to zero flux: {(2 + ground_energy) * EJ_micro_eV:.2f} micro-eV")
print(f"threshold current per row: {i_threshold * Ic * 1e9:.2f} nA")
print(f"threshold current of array: {rows * i_threshold * Ic * 1e6:.3f} microampere")
print(f"zero-flux critical current of array: {rows * Ic * 1e6:.3f} microampere")
print("all assertions hold")
```

Running it gives:

```
LATTICE TESTS
lattice size: 6 x 6 sites, random starts: 150
largest sum of four cosines: 2.828427
lowest energy per site found: -1.41421356 EJ
largest static current on lattice: 0.41421356 Ic per row
mean phase advance there: 49.940 degrees
lowest mode, advance 0.01 rad below threshold: 5.27e-05 EJ
lowest mode, advance 0.01 rad above threshold: -1.02e-03 EJ
dynamics at 0.405 Ic: rests at 43.775 degrees
dynamics at 0.425 Ic: passes 90 degrees at time 137.7
  (time unit hbar/(2 e Ic R); current ramped during first 100 units)
PHASES IN DEGREES, ENERGY PER SITE IN EJ
I/Ic     s        d        alpha    beta     gamma    energy
0.0000    0.000   45.000   45.000  -45.000   45.000  -1.41421
0.2000   16.812   46.251   63.063  -29.439   43.749  -1.38432
0.4000   42.242   53.487   95.729  -11.245   36.513  -1.24421
0.4142   49.940   57.235  107.175   -7.295   32.765  -1.18921
EXAMPLE WITH ROUND MODEL PARAMETERS
junction critical current: 100 nA
lattice constant: 10 micrometre
parallel rows: 50
array width: 0.50 mm
screening length Phi0/(2 pi mu0 Ic): 2.62 mm
field for half a flux quantum: 10.339 microtesla
junction energy EJ: 205.41 micro-eV
EJ/kB: 2.384 K
ground energy per site: -290.50 micro-eV
cost relative to zero flux: 120.33 micro-eV
threshold current per row: 41.42 nA
threshold current of array: 2.071 microampere
zero-flux critical current of array: 5.000 microampere
all assertions hold
```
